# Topping Depolarization of Upright Polarizable Dipoles on a Square Lattice, part 2

Identical molecules stand upright on a metal in a square lattice of spacing $a$, with density $n=1/a^2$. Their dipoles change the work function by $\Delta\Phi$, and each dipole is weakened by its neighbours. The model assumes point dipoles and linear response, and leaves image fields out of the polarization.

The $z$ axis points from the metal into the vacuum. The moment is $p_0$ for an isolated adsorbed molecule and $p$ in the layer, positive outward and without the image in the metal. The polarizability is $\alpha=4\pi\varepsilon_0\alpha'$, with $\alpha'$ a volume, and the elementary charge $e$ is positive. Equations are in SI form; numerical moments are in debye (D) or $e$ nm.

The first half found the field of a dipole at height $z$ and distance $\rho$ from its axis,

$$
E_z=\frac{p}{4\pi\varepsilon_0}\,\frac{2z^2-\rho^2}{(\rho^2+z^2)^{5/2}} ,
$$

and the local field of all neighbours,

$$
E_{\rm loc}=-\frac{S\,p}{4\pi\varepsilon_0a^3},
\qquad
S=\sum_{(i,j)\neq(0,0)}\frac{1}{(i^2+j^2)^{3/2}}=9.0336 .
$$

With $p=p_0+\alpha E_{\rm loc}$, this gives the Topping formula:

$$
p=\frac{p_0}{1+u},\qquad u=\frac{S\alpha'}{a^3}=S\alpha' n^{3/2},
\qquad \Delta\Phi=-\frac{e\,n\,p}{\varepsilon_0}.
$$

The local exponent is

$$
\frac{d\ln|\Delta\Phi|}{d\ln n}=\frac{1-u/2}{1+u},
$$

so $|\Delta\Phi|$ has a formal maximum at $u=2$.

The second derivation starts from energy. Two upright dipoles at distance $r$, each with charges $q$ and $-q$ separated vertically by $l$, so that $p=ql$, have the interaction energy

$$
\frac{2q^2}{4\pi\varepsilon_0}\left[\frac1r-\frac{1}{\sqrt{r^2+l^2}}\right]
\simeq\frac{p^2}{4\pi\varepsilon_0r^3}.
$$

The energy per molecule is

$$
w(p)=\frac{1}{4\pi\varepsilon_0}\left[\frac{(p-p_0)^2}{2\alpha'}+\frac{S\,p^2}{2a^3}\right].
$$

Its minimum gives the same $p$ and the repulsion energy per molecule

$$
w_{\min}=\frac{S\,p_0\,p}{8\pi\varepsilon_0a^3}.
$$

The potential step is now derived from the energy too. The closing list of numbers also includes checks from the first half: the lattice sum, the averaged potential and field of the sheet, and $p/p_0$ for ordered fillings of fixed sites.

### The potential step as an energy derivative

Let the metal be the lower plate of a wide capacitor whose upper plate is at a large distance $D$. Put a charge $\sigma$ per unit area on the metal and $-\sigma$ on the upper plate. Without molecules, the field between them is $F=\sigma/\varepsilon_0$, directed upward. With molecules, the energy per unit area is

$$
\mathcal W(\sigma,p)=\frac{\sigma^2D}{2\varepsilon_0}-n\,p\,\frac{\sigma}{\varepsilon_0}+n\,w(p).
$$

The middle term is the energy of the dipoles in the field of the charged plates. Charges that the dipoles induce on a plate sum to zero when $\sigma$ is held fixed, and the plate has one potential, so they add nothing to this term. Images can add terms quadratic in $p$ to $w$, but no further terms linear in $\sigma$.

Moving a small charge per unit area $d\sigma$ from the upper plate to the metal costs $(\phi_{\rm metal}-\phi_{\rm out})\,d\sigma$. The moment adjusts so that $\partial\mathcal W/\partial p=0$, and its adjustment therefore does not contribute to the first-order change in energy. At $\sigma=0$,

$$
\phi_{\rm metal}-\phi_{\rm out}
=\left.\frac{\partial\mathcal W}{\partial\sigma}\right|_{\sigma=0}
=-\frac{np}{\varepsilon_0}.
$$

The outside is thus higher in potential by $np/\varepsilon_0$, and $\Delta\Phi=-enp/\varepsilon_0$ follows. This route also shows that image fields can change $p$ but leave the relation between $p$ and the step unchanged.

### Can the formal maximum be reached?

The energy can be tested against patterns other than the uniform upright one. Suppose each molecule is held upright, so that $p_0$ keeps its direction, but is equally polarizable in all directions, and that there is no metal beside the sheet. An in-plane moment $s$ per molecule costs $s^2/(2\alpha')$, in units of $1/(4\pi\varepsilon_0)$. Its interaction with the other in-plane moments gains $\lambda s^2/(2a^3)$, where $\lambda$ depends on the pattern. There are no cross terms with the upright moments, because their field in the plane is vertical. The sheet polarizes spontaneously when the gain exceeds the cost:

$$
\frac{\lambda\alpha'}{a^3}>1
\quad\Longleftrightarrow\quad
u>\frac S\lambda .
$$

For uniform moments along $x$, the field of each neighbour, from the gradient of the potential $sx/r^3$, has the component $s(3x^2-r^2)/r^5$ along $x$. Square symmetry allows $x^2$ to be replaced by $r^2/2$ in the sum, so $\lambda=S/2=4.517$ and the limit is $u=2$. This coincides with the formal maximum.

Another pattern is more dangerous. If the in-plane moments point along their row, all the same way within a row but opposite in adjacent rows, $\lambda=5.099$, and the instability occurs at $u=9.0336/5.099=1.77$. On a $9\times9$ mesh of wavevectors, with both components running from 0 to $\pi/a$, no in-plane pattern had a stronger coupling. In such a sheet the moments therefore cease to be purely upright before the maximum is reached, even though the molecules themselves are held upright. The maximum would require a polarizability that is smaller in the plane than along the normal, or some other restraint.

### What each derivation assumes

Both derivations assume point dipoles, a regular square lattice and the same lattice sum. Their agreement supports the algebra but does not test these shared assumptions.

The field derivation needs to know how one molecule responds to a field. It can be kept if the response is nonlinear: $p=p_0+\alpha E$ is replaced by the true curve $p(E)$, and the self-consistent equation is solved numerically. The solution with equal moments, however, is only a stationary state. To learn whether it is stable, one must also ask how the layer responds to small changes that differ from molecule to molecule or point along the plane.

The energy derivation requires that the response come from an energy that can be minimized. In the form used here, that energy is quadratic. In return it gives the repulsion energy, shows which deformations lower the energy, and separates the step from the effects that alter the moment. It also starts from charges of finite separation, so it shows where the point-dipole approximation enters.

### Worked example

Take $p_0=1.5$ D $=0.03123\,e$ nm and $\alpha'=0.0022$ nm³. These are round, rough values in the regime of ammonia standing with nitrogen toward a metal and hydrogen outward. At $n=4$ nm⁻² the spacing is 0.5 nm, and

$$
u=9.0336\times0.0022\times4^{3/2}=0.159,
\qquad
p=\frac{1.5\ {\rm D}}{1.159}=1.294\ {\rm D}.
$$

With $e/\varepsilon_0=18.0951$ V nm, undiminished moments would give

$$
\Delta\Phi_{\rm lin}=-18.0951\times4\times0.03123\ {\rm eV}=-2.260\ {\rm eV},
$$

and depolarization reduces the change to $-2.260/1.159=-1.950$ eV. The same calculation at other densities gives:

| $n$ (nm⁻²) | $u$ | Linear (eV) | $\Delta\Phi$ (eV) | Exponent |
|---|---|---|---|---|
| 0.5 | 0.007 | −0.283 | −0.281 | 0.990 |
| 1 | 0.020 | −0.565 | −0.554 | 0.971 |
| 2 | 0.056 | −1.130 | −1.070 | 0.920 |
| 4 | 0.159 | −2.260 | −1.950 | 0.794 |

The local field at 4 nm⁻² has the magnitude 2.80 V/nm. The repulsion energy is half the product of $p_0/e$ and this field, $\tfrac12\times0.03123\times2.80=0.044$ eV per molecule. This value omits the images of the neighbours; in the image model described below, with the molecules 0.15 nm above the image plane, it would be 0.058 eV. The formal maximum would lie at 21.6 nm⁻², with a spacing of 0.215 nm. At such a distance the molecules would overlap, so the point-dipole model has no authority there.

### What the model leaves out

**Image dipoles.** Let the molecule lie $d=0.15$ nm above the image plane. Its own image is on its axis at the distance $2d$ and produces the upward field $2p/[4\pi\varepsilon_0(2d)^3]$. A change of moment is thereby reinforced, and the effective polarizability volume on the surface is

$$
\alpha'_s=\frac{\alpha'}{1-2\alpha'/(2d)^3}
=\frac{0.0022}{1-0.0044/0.027}\ {\rm nm^3}=0.00263\ {\rm nm^3}.
$$

The images of the neighbours act through the general field formula of the first half, at the height $h=2d/a=0.6$ in units of $a$. Each contributes in proportion to $2h^2-\rho^2$. Since $2h^2=0.72$ and every neighbour has $\rho\ge1$, all these contributions point downward. Their sum is $-4.192$, so $S$ is replaced by $9.034+4.192=13.226$. The result is $u=0.278$ and $\Delta\Phi=-1.769$ eV, a magnitude 9% below the simple result. Here $p_0$ is held fixed as the moment of the isolated adsorbed molecule, with its own image already acting on it.

**Disorder.** Molecules on fixed sites need not form an ordered lattice. For random half filling of sites spaced by 0.3536 nm, again with $n=4$ nm⁻², the coupled equations give $p/p_0=0.819$ and $\Delta\Phi=-1.851$ eV. The ordered checkerboard has $p/p_0=0.863$.

A mean-field estimate shows why. If a fraction $\theta$ of sites with spacing $a_s$ is filled at random, the average neighbour field is $\theta$ times that of the full lattice, and

$$
\frac{p}{p_0}\simeq\frac{1}{1+\theta S\alpha'/a_s^3}.
$$

The ordered lattice has $\theta^{3/2}$ in place of $\theta$, which is smaller because order keeps molecules apart. For half filling the estimate is 0.816, close to the solved value. In this approximation $|\Delta\Phi|$ is still sublinear, but it grows steadily with $\theta$ and has no maximum.

**Dipole length.** With charges separated by $l=0.1$ nm, the pair energy before expansion replaces $S$ by 8.885. The change becomes $-1.955$ eV, a difference of 0.3%. This sizes the effect for two point charges only. The charge distribution of a real ammonia molecule has other higher multipoles, which can alter both the size and the sign of this small correction to the step. For the repulsion energy they are not small. At the Hartree–Fock level (aug-cc-pVDZ, no dispersion), two upright ammonia molecules 0.5 nm apart repel by 20 meV, against 13 meV for point dipoles with the same moment and polarizability, while each loses 1.6% of its moment against 1.5%. The value 0.044 eV is therefore the point-dipole part of the repulsion only.

**Tilt.** The repulsion energy of 0.044 eV exceeds $kT=0.026$ eV at 300 K. Tilting lowers this repulsion, so the bond to the metal must hold the molecules upright; whether it does is decided by the stiffness of the bond, not by this comparison. For an assumed restoring energy $\tfrac12K\vartheta^2$, with tilt angle $\vartheta$ and $K=1$ eV/rad², the thermal average of $\cos\vartheta$ for a single molecule is 0.975. The dipolar forces, left out of this average, lower the stiffness by at most 0.15 eV/rad² at this density (point dipoles, isotropic polarizability, no images), so this $K$ keeps the layer upright and the average falls by less than 0.005. Multiplying the step by this factor, with $p$ held fixed, gives $-1.90$ eV.

These corrections were sized one at a time and should not simply be added. Nonlinear response, overlap of neighbouring molecules, and bonding charge that varies with coverage were not sized.

### Beside a real ammonia layer

Ammonia is used as a nitrogen source in nitride growth. On several transition metals it bonds through nitrogen and lowers the work function by roughly 2 eV at high coverage, so the example has a realistic scale. That agreement does not validate the model, because $p_0$ was chosen as a round value and the bond to a particular metal can change it considerably. A density of 4 nm⁻² corresponds to about one molecule for every four surface atoms of a typical close-packed metal. It is a dense layer for a cold or room-temperature surface and should not be assumed at growth temperatures, where ammonia may desorb or decompose.

With the values chosen here, image dipoles matter most among the effects sized: they change the step by 0.18 eV, compared with 0.10 eV for random filling. This ranking depends on the assumed height above the image plane: at $d=0.20$ nm the image correction would also be 0.10 eV. If a measured work-function change is used to infer coverage, a straight line drawn from low coverage underestimates the density. In the simple model, a change of $-1.950$ eV would be read as $1.950/0.565=3.45$ nm⁻² instead of 4 nm⁻². Correcting that reading with the Topping formula requires an ordered layer of upright, intact molecules, with $p_0$ and the effective polarizability established for that surface near the density in question. A value fitted at low density cannot simply be carried to a dense layer, because the images of the neighbours strengthen their direct field by a share that falls with density: with the molecules 0.15 nm above the image plane, by 80% at 1 nm⁻² but only 46% at 4 nm⁻². In the image model above, an effective polarizability fitted at 1 nm⁻² would make a true density of 4 nm⁻² read as 4.34 nm⁻².

## Numbers as computed

```
shell terms r^2=1,2,4: 0.102153 0.002257 2.15e-06
lattice sum S, fast form: 9.033622
lattice sum S, direct plus tail: 9.033622
direct sum |i|,|j|<=10: 8.4954, its tail: 0.5387
side potential / (p/(4 pi eps0 a^2)), z=3a: 6.28319
outside field / (p/(4 pi eps0 a^3)), z=3a: 7.3e-07
isolated moment p0: 1.50 D = 0.03123 e nm
polarizability volume: 0.0022 nm^3
e/eps0: 18.0951 V nm
n (nm^-2), a (nm), u, p (D), linear (eV), dPhi (eV), exponent
0.5 1.414 0.0070 1.490 -0.283 -0.281 0.990
1.0 1.000 0.0199 1.471 -0.565 -0.554 0.971
2.0 0.707 0.0562 1.420 -1.130 -1.070 0.920
3.0 0.577 0.1033 1.360 -1.695 -1.537 0.860
4.0 0.500 0.1590 1.294 -2.260 -1.950 0.794
local field at 4 nm^-2, magnitude: 2.804 V/nm
repulsion energy per molecule at 4 nm^-2: 0.0438 eV
kT at 300 K: 0.0259 eV
site spacing for filling tests: 0.3536 nm
filling 1.00: p/p0 solved 0.68980, formula 0.68980
filling 0.50: p/p0 solved 0.86282, formula 0.86282
filling 0.25: p/p0 solved 0.94678, formula 0.94678
formal maximum: n = 21.64 nm^-2, a = 0.215 nm
formal maximum: dPhi = -4.075 eV
in-plane coupling, uniform: 4.517, stripes: 5.099
u at stripe instability: 1.772
image-plane distance: 0.15 nm
surface polarizability volume: 0.00263 nm^3
neighbour-image sum (units a^-3): -4.192
with images: u = 0.2781, dPhi = -1.769 eV
random half filling: p/p0 = 0.8189 +- 0.0005, dPhi = -1.851 eV
dipole length 0.10 nm: S = 8.8852, dPhi = -1.955 eV
tilt stiffness: 1.0 eV/rad^2
thermal mean cosine of tilt at 300 K: 0.9746
dPhi times mean cosine: -1.901 eV
```
